**Cubic susceptibility of asymmetric two-well dipoles: numerical tests**

For independent dipoles with moments ±p along the field and a well energy difference Δ, the static cubic susceptibility χ₃ changes sign at tanh²(Δ/2kT) = 1/3, where k is Boltzmann's constant and T the temperature. The program differentiates two-state Boltzmann averages numerically and asserts that they agree with the derived χ₁ and χ₃. It also locates the zero without using the χ₃ formula and asserts a single sign change in a scan from 100 to 1500 K. Further assertions cover the finite-field condition, a flat spread of Δ, random axes and the Lorentz-host reduction. For Δ = 0.04 eV the output gives a crossing at 352 K, with χ₃ positive at 300 K and negative at 390 K. A Gaussian spread of 0.01 eV lowers the crossing to 336 K, while a flat spread from 0 to 0.08 eV gives a negative mean χ₃ at 300 K. With a rough estimate of the host's own cubic response added, the total is positive at both 300 K and 390 K.

## Program and output

```python
"""Static cubic response of two-position dipoles with unequal wells.

Result under test: with P = P0 + eps0*(chi1*E + chi2*E^2 + chi3*E^3 + ...),
  chi3 = -n p^4 (1-t^2)(1-3t^2) / (3 eps0 (kT)^3),  t = tanh(gap/(2kT)),
so chi3 changes sign at t^2 = 1/3.
n: dipole density; +p and -p: moments along the field E; gap: energy
difference of the wells at E = 0; T: temperature; k: Boltzmann constant.
p is the effective moment coupled to the macroscopic field.
Working units: eV, nm, V, K and elementary charge e.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K = const.k / const.e                         # eV/K
EPS0 = const.epsilon_0 * 1e-9 / const.e       # e/(V nm)
MV_CM = 0.1                                   # V/nm in one MV/cm

gap = 0.04            # eV
moment = 0.2          # e nm
density = 0.01        # nm^-3
field = 0.2 * MV_CM   # V/nm
high_field = 1.0 * MV_CM
kappa = 20.0          # host relative permittivity
gap_sigma = 0.01      # eV, Gaussian spread
flat_width = 0.08     # eV, flat spread from zero
tunnel = 0.001        # eV, tunnel splitting
barrier = 0.5         # eV, from the mean well level
attempt = 1e13        # 1/s
breakdown = 4.0 * MV_CM   # rough size
host_vcc = 1e-3       # 1/V^2, rough relative capacitance change
film = 10.0           # nm
T_LOW, T_HIGH = 300.0, 390.0


def boltzmann_moment(x, y):
    """Mean moment over p; x = gap/(2kT), y = pE/kT."""
    energies = np.array([-(x + y), x + y])
    weights = np.exp(-(energies - energies.min()))
    return (weights[0] - weights[1]) / weights.sum()


def first_derivative(f, h):
    return (8 * (f(h) - f(-h)) - f(2 * h) + f(-2 * h)) / (12 * h)


def third_derivative(f, h):
    return (f(-3*h) - 8*f(-2*h) + 13*f(-h)
            - 13*f(h) + 8*f(2*h) - f(3*h)) / (8 * h**3)


def polarization(E, T, g=gap):
    x = g / (2 * K * T)
    return density * moment * boltzmann_moment(x, moment * E / (K * T))


def chi1_formula(T, g=gap):
    t = np.tanh(g / (2 * K * T))
    return density * moment**2 * (1 - t**2) / (EPS0 * K * T)


def chi3_scale(T):
    return density * moment**4 / (3 * EPS0 * (K * T)**3)


def chi3_formula(T, g=gap):
    t2 = np.tanh(g / (2 * K * T))**2
    return -chi3_scale(T) * (1 - t2) * (1 - 3 * t2)


def chi3_numeric(T, g=gap):
    step = 0.01 * K * T / moment
    return third_derivative(lambda E: polarization(E, T, g), step) / (6 * EPS0)


# Susceptibilities from Boltzmann sums against the derived formulas.
for T in (100.0, 200.0, 300.0, 350.0, 400.0, 800.0):
    for g in (gap, -gap, 0.0):
        step = 0.01 * K * T / moment
        slope = first_derivative(lambda E: polarization(E, T, g), step) / EPS0
        assert abs(slope / chi1_formula(T, g) - 1) < 1e-5
        error = chi3_numeric(T, g) - chi3_formula(T, g)
        assert abs(error) < 1e-5 * chi3_scale(T)

# The sign change, located without using the formula.
T_star = gap / (K * np.log(2 + np.sqrt(3)))
T_numeric = brentq(chi3_numeric, 200, 600)
assert abs(T_numeric / T_star - 1) < 1e-5
assert abs(np.tanh(gap / (2 * K * T_numeric))**2 - 1 / 3) < 1e-5
assert abs(np.cosh(gap / (K * T_numeric)) - 2) < 1e-4
scan = np.linspace(100, 1500, 141)
signs = np.sign([chi3_numeric(T) for T in scan])
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1


# Zero of the whole nonlinear odd response at a finite field.
def nonlinear_excess(T, E):
    odd = (polarization(E, T) - polarization(-E, T)) / 2
    return odd - EPS0 * chi1_formula(T) * E


def cosh_condition(T, E):
    z = 2 * moment * E / (K * T)
    target = (z * np.cosh(z) - np.sinh(z)) / (np.sinh(z) - z)
    return np.cosh(gap / (K * T)) - target


T_finite = []
for E in (field, high_field):
    direct = brentq(nonlinear_excess, 200, 600, args=(E,))
    closed = brentq(cosh_condition, 200, 600, args=(E,))
    assert abs(direct / closed - 1) < 1e-6
    T_finite.append(direct)
z_small = 0.2
ratio = ((z_small * np.cosh(z_small) - np.sinh(z_small))
         / (np.sinh(z_small) - z_small))
assert abs((ratio - 2) / (z_small**2 / 10) - 1) < 0.01  # next order in z^2

# Spread of the gap: Gaussian, then flat from zero to flat_width.
gh_x, gh_w = np.polynomial.hermite_e.hermegauss(40)
gh_w = gh_w / gh_w.sum()
T_gauss = brentq(lambda T: gh_w @ chi3_formula(T, gap + gap_sigma * gh_x),
                 200, 600)
gl_x, gl_w = np.polynomial.legendre.leggauss(40)
flat_gaps = flat_width * (gl_x + 1) / 2


def chi3_flat(T):
    return sum(w * chi3_numeric(T, g) for w, g in zip(gl_w / 2, flat_gaps))


for T in (150.0, 300.0, 600.0):
    xw = flat_width / (2 * K * T)
    tw = np.tanh(xw)
    closed = -chi3_scale(T) * tw * (1 - tw**2) / xw
    assert chi3_flat(T) < 0
    assert abs(chi3_flat(T) - closed) < 1e-5 * chi3_scale(T)


# Random axes, with the gap independent of direction.
def random_axis_moment(y, T):
    x = gap / (2 * K * T)
    return sum(w * c * boltzmann_moment(x, c * y)
               for w, c in zip(gl_w / 2, gl_x))


def axis_factor(T):
    random = third_derivative(lambda y: random_axis_moment(y, T), 0.01)
    x = gap / (2 * K * T)
    aligned = third_derivative(lambda y: boltzmann_moment(x, y), 0.01)
    return random / aligned


assert abs(axis_factor(T_LOW) - 0.2) < 1e-4
assert abs(axis_factor(T_HIGH) - 0.2) < 1e-4


# Tunnelling, from diagonalization of the two-state Hamiltonian.
def quantum_moment(y, T, splitting):
    a = gap / (2 * K * T) + y
    b = splitting / (2 * K * T)
    levels, states = np.linalg.eigh(np.array([[-a, -b], [-b, a]]))
    weights = np.exp(-(levels - levels.min()))
    values = states[0]**2 - states[1]**2
    return weights @ values / weights.sum()


def tunnel_zero(splitting):
    return brentq(lambda T: third_derivative(
        lambda y: quantum_moment(y, T, splitting), 0.01), 200, 600)


assert abs(tunnel_zero(0.0) / T_star - 1) < 1e-5
T_tunnel = tunnel_zero(tunnel)

# Dipole interactions in a Lorentz host.
lorentz = (kappa + 2) / 3
bare_moment = moment / lorentz


def mean_field_moment(y, T, gap_signs):
    x = gap / (2 * K * T)
    coupling = density * moment**2 / ((kappa + 2) * EPS0 * K * T)
    m = 0.0
    for _ in range(30):
        m = np.mean([boltzmann_moment(s * x, y + coupling * m)
                     for s in gap_signs])
    return m


def explicit_host_polarization(E, T, gap_signs):
    """Dipolar part of P from bare moments and an explicit polarizable host."""
    x = gap / (2 * K * T)
    host = 3 * (kappa - 1) / (kappa + 2)
    matrix = np.array([[1.0, -1 / (3 * EPS0)], [-host * EPS0, 1.0]])
    m = 0.0
    for _ in range(30):
        bare = density * bare_moment * m
        local, induced = np.linalg.solve(matrix, [E + bare / (3 * EPS0), 0.0])
        drive = bare_moment * local / (K * T)
        m = np.mean([boltzmann_moment(s * x, drive) for s in gap_signs])
    bare = density * bare_moment * m
    local, induced = np.linalg.solve(matrix, [E + bare / (3 * EPS0), 0.0])
    return induced + bare - (kappa - 1) * EPS0 * E


for gap_signs in ((1, -1), (1,)):
    reduced = density * moment * mean_field_moment(
        moment * field / (K * T_LOW), T_LOW, gap_signs)
    explicit = explicit_host_polarization(field, T_LOW, gap_signs)
    assert abs(explicit / reduced - 1) < 1e-8


def interacting_zero(gap_signs):
    return brentq(lambda T: third_derivative(
        lambda y: mean_field_moment(y, T, gap_signs), 0.01), 200, 600)


T_balanced = interacting_zero((1, -1))
T_one_sign = interacting_zero((1,))
assert abs(T_balanced / T_star - 1) < 1e-5
assert abs(T_one_sign / T_star - 1) > 1e-4


# Hopping time from the two-state rate matrix.
def hopping_time(T):
    leave_low = attempt * np.exp(-(barrier + gap / 2) / (K * T))
    leave_high = attempt * np.exp(-(barrier - gap / 2) / (K * T))
    rates = np.array([[-leave_low, leave_high], [leave_low, -leave_high]])
    return 1 / np.max(np.abs(np.linalg.eigvals(rates)))


tau = hopping_time(T_LOW)
host_chi3 = kappa * host_vcc * film**2 / 3
upper = (1 - boltzmann_moment(gap / (2 * K * T_star), 0.0)) / 2


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Well energy difference", gap, "eV")
show("Effective dipole moment", moment, "e nm")
show("Dipole density", density, "nm^-3")
show("Applied field", field / MV_CM, "MV/cm")
show("Host relative permittivity", kappa)
show("Gap/kT at sign change", gap / (K * T_numeric), digits=6)
show("tanh^2(gap/2kT) at numerical zero",
     np.tanh(gap / (2 * K * T_numeric))**2, digits=6)
show("Sign-change temperature T*", T_star, "K")
show("T* in Celsius", T_star - const.zero_Celsius, "deg C", 4)
show("Lower-well population at T*", 1 - upper, digits=4)
show("Upper-well population at T*", upper, digits=4)
show("pE/kT at T*", moment * field / (K * T_star), digits=4)
show("Dipolar chi1 at T*", chi1_formula(T_star), digits=4)
show("chi3 prefactor at T*", chi3_scale(T_star), "nm^2/V^2", 4)
for T in (T_LOW, T_HIGH):
    show(f"tanh^2(gap/2kT) at {T:.0f} K",
         np.tanh(gap / (2 * K * T))**2, digits=4)
    show(f"Dipolar chi3 at {T:.0f} K", chi3_formula(T), "nm^2/V^2", 4)
    show(f"Same chi3 in SI at {T:.0f} K",
         chi3_formula(T) * 1e-18, "m^2/V^2", 4)
show("Numerical chi3 at T*", round(chi3_numeric(T_star), 5) + 0.0,
     "nm^2/V^2", 2)
show("Finite-field zero at 0.2 MV/cm", T_finite[0], "K")
show("Finite-field zero at 1 MV/cm", T_finite[1], "K")
show("Gaussian gap spread (sigma)", gap_sigma, "eV")
show("Zero with Gaussian spread", T_gauss, "K")
show("Flat gap spread, upper end", flat_width, "eV")
show("Mean chi3 with flat spread at 300 K", chi3_flat(T_LOW), "nm^2/V^2", 4)
show("Random-axis factor for chi3", axis_factor(T_LOW), digits=4)
show("Tunnel splitting", tunnel, "eV")
show("Zero with tunnelling", T_tunnel, "K")
show("Lorentz local-field factor", lorentz, digits=4)
show("Bare dipole moment in Lorentz host", bare_moment, "e nm", 4)
show("Zero with interactions, balanced gaps", T_balanced, "K")
show("Zero with interactions, one gap sign", T_one_sign, "K")
show("Hopping barrier", barrier, "eV")
show("Attempt rate", attempt, "1/s")
show("Hopping time at 300 K", tau * 1e6, "microseconds", 4)
show("Relaxation corner frequency at 300 K", 1 / (2 * np.pi * tau), "Hz", 4)
show("Rough breakdown field", breakdown / MV_CM, "MV/cm", 2)
show("Applied field / breakdown field", field / breakdown, digits=2)
show("Rough capacitance nonlinearity", host_vcc * 1e6, "ppm/V^2", 4)
show("Film thickness", film, "nm")
show("Rough host chi3", host_chi3, "nm^2/V^2", 2)
show("Host plus dipolar chi3 at 300 K",
     host_chi3 + chi3_formula(T_LOW), "nm^2/V^2", 2)
show("Host plus dipolar chi3 at 390 K",
     host_chi3 + chi3_formula(T_HIGH), "nm^2/V^2", 2)
print("PASS")
```

Printed output:

```
Well energy difference: 0.04 eV
Effective dipole moment: 0.2 e nm
Dipole density: 0.01 nm^-3
Applied field: 0.2 MV/cm
Host relative permittivity: 20
Gap/kT at sign change: 1.31696
tanh^2(gap/2kT) at numerical zero: 0.333333
Sign-change temperature T*: 352.46 K
T* in Celsius: 79.31 deg C
Lower-well population at T*: 0.7887
Upper-well population at T*: 0.2113
pE/kT at T*: 0.1317
Dipolar chi1 at T*: 0.1589
chi3 prefactor at T*: 3.444 nm^2/V^2
tanh^2(gap/2kT) at 300 K: 0.4213
Dipolar chi3 at 300 K: 0.8526 nm^2/V^2
Same chi3 in SI at 300 K: 8.526e-19 m^2/V^2
tanh^2(gap/2kT) at 390 K: 0.2847
Dipolar chi3 at 390 K: -0.2654 nm^2/V^2
Same chi3 in SI at 390 K: -2.654e-19 m^2/V^2
Numerical chi3 at T*: 0 nm^2/V^2
Finite-field zero at 0.2 MV/cm: 351.39 K
Finite-field zero at 1 MV/cm: 325.36 K
Gaussian gap spread (sigma): 0.01 eV
Zero with Gaussian spread: 335.68 K
Flat gap spread, upper end: 0.08 eV
Mean chi3 with flat spread at 300 K: -0.5467 nm^2/V^2
Random-axis factor for chi3: 0.2
Tunnel splitting: 0.001 eV
Zero with tunnelling: 352.44 K
Lorentz local-field factor: 7.333
Bare dipole moment in Lorentz host: 0.02727 e nm
Zero with interactions, balanced gaps: 352.46 K
Zero with interactions, one gap sign: 359.14 K
Hopping barrier: 0.5 eV
Attempt rate: 1e+13 1/s
Hopping time at 300 K: 9.547 microseconds
Relaxation corner frequency at 300 K: 1.667e+04 Hz
Rough breakdown field: 4 MV/cm
Applied field / breakdown field: 0.05
Rough capacitance nonlinearity: 1000 ppm/V^2
Film thickness: 10 nm
Rough host chi3: 0.67 nm^2/V^2
Host plus dipolar chi3 at 300 K: 1.5 nm^2/V^2
Host plus dipolar chi3 at 390 K: 0.4 nm^2/V^2
PASS
```
